# How many amorphous structures a mean band gap needs

## Problem

An amorphous oxide or semiconductor has no single unit cell. Its gap is therefore sampled: $N$ model structures of the same size and composition are prepared by the same melt-and-quench procedure, the gap $E_i$ of each is computed at one level of theory, and the average

$$
M=\frac1N\sum_{i=1}^{N}E_i
$$

is reported. Suppose that the $E_i$ are independent draws from one distribution with mean $\mu$ and standard deviation $\sigma=0.15$ eV. The standard error $\mathrm{SE}(N)$ is the standard deviation of $M$ over repetitions of the whole sampling. The target is $t=0.02$ eV. Energies are in eV, the natural unit for gaps.

**(a)** Derive $\mathrm{SE}(N)$, and show that 57 structures are needed for a standard error below $t$.

**(b)** For which range of $\sigma$ is the answer still 57? What changes if $\sigma$ is itself estimated from the sample?

**(c)** Take a strongly non-Gaussian model. A structure has a gap of 5.0 eV with probability 0.9; with probability $p=0.1$ it contains a defect level that lowers the gap by $D=0.5$ eV. Show that $\sigma=0.15$ eV, and find which outcomes of a 57-structure sample put $M$ within 0.02 eV of $\mu$.

**(d)** Successive structures are now taken from one continuing simulation, so that gaps $k$ structures apart have correlation $r^k$. Find the standard error, and the number of structures needed for $r=0.5$. What happens if instead all pairs share the same correlation?

**(e)** How many independent structures are needed if $M$ is to lie within 0.02 eV of $\mu$ with 95% probability?

## Solution

### (a) The standard error and the required number

The average of a sum is the sum of the averages, so $\langle M\rangle=\frac1N\,N\mu=\mu$: the sample mean is unbiased. Its deviation from $\mu$ is

$$
M-\mu=\frac1N\sum_{i=1}^{N}(E_i-\mu).
$$

Squaring produces a double sum, and averaging gives

$$
\operatorname{Var}M=\frac1{N^2}\sum_{i=1}^{N}\sum_{j=1}^{N}C_{ij},
\qquad
C_{ij}=\big\langle(E_i-\mu)(E_j-\mu)\big\rangle .
$$

The $N$ diagonal terms are $C_{ii}=\sigma^2$. For $i\neq j$, independence lets the average factorize, $C_{ij}=\langle E_i-\mu\rangle\langle E_j-\mu\rangle=0$. Hence

$$
\operatorname{Var}M=\frac{N\sigma^2}{N^2}=\frac{\sigma^2}{N},
\qquad
\mathrm{SE}(N)=\frac{\sigma}{\sqrt N}.
$$

The shape of the gap distribution has not been used. A finite variance and vanishing covariances are enough.

The requirement is $\sigma/\sqrt N<t$. Both sides are positive, so squaring preserves the inequality, and multiplying by $N/t^2>0$ gives

$$
N>\left(\frac{\sigma}{t}\right)^2=\left(\frac{0.15}{0.02}\right)^2=7.5^2=56.25 .
$$

The smallest integer that satisfies this is $N=57$. The two neighbouring values confirm it:

$$
\mathrm{SE}(56)=\frac{0.15}{\sqrt{56}}=0.020045\ \text{eV}>t,
\qquad
\mathrm{SE}(57)=\frac{0.15}{\sqrt{57}}=0.019868\ \text{eV}<t .
$$

The second value is 0.730 millihartree. Since $\mathrm{SE}$ falls steadily with $N$, every smaller sample fails and every larger one passes.

The inequality is strict, which matters when the squared ratio is an integer. For a target of 0.01 eV it is $15^2=225$; a sample of 225 would give a standard error equal to the target, so 226 structures are needed to go below it. The same example shows the cost of precision: half the standard error takes about four times as many structures.

### (b) Sensitivity to the standard deviation

The answer is 57 when 56 structures fail and 57 succeed, that is, when $\sigma/\sqrt{56}\ge t$ and $\sigma/\sqrt{57}<t$. Together,

$$
t\sqrt{56}\le\sigma<t\sqrt{57},
\qquad
0.14967\ \text{eV}\le\sigma<0.15100\ \text{eV}.
$$

This window is only 0.0013 eV wide. If "0.15" stood for a value rounded to two decimals, $\sigma$ could lie anywhere between 0.145 and 0.155 eV. The squared ratio would then run from $7.25^2=52.6$ to $7.75^2=60.1$, and the required number from 53 to 61. The number 57 is sharp because the problem gives $\sigma$ as a known value.

In practice $\sigma$ is replaced by the sample standard deviation $s$, defined by

$$
s^2=\frac1{N-1}\sum_{i=1}^{N}(E_i-M)^2 .
$$

To see why the divisor is $N-1$, write $E_i-M=(E_i-\mu)-(M-\mu)$ and expand:

$$
\sum_i(E_i-M)^2=\sum_i(E_i-\mu)^2-2(M-\mu)\sum_i(E_i-\mu)+N(M-\mu)^2 .
$$

The sum in the middle term equals $N(M-\mu)$, so the last two terms combine to $-N(M-\mu)^2$. Averaging, with $\langle(M-\mu)^2\rangle=\sigma^2/N$ from part (a), gives

$$
\Big\langle\sum_i(E_i-M)^2\Big\rangle=N\sigma^2-N\,\frac{\sigma^2}{N}=(N-1)\sigma^2 .
$$

Thus $\langle s^2\rangle=\sigma^2$. The square root $s$ is not unbiased: its variance $\langle s^2\rangle-\langle s\rangle^2$ is positive whenever $s$ differs from sample to sample, so $\langle s\rangle<\sigma$.

For the two-class model of part (c), with $N=57$, the average of $s$ is 0.147 eV and its scatter from one sample to another is 0.029 eV. That scatter is far wider than the window above. With $K$ defective structures in the sample, the definition gives $s^2=D^2K(N-K)/[N(N-1)]$. A sample with $K=8$ therefore has $s=0.175$ eV and would suggest 77 structures, while one with $K=4$ has $s=0.129$ eV and would suggest 42. A required number computed from a pilot sample is therefore an estimate, and it should be revised as structures are added.

### (c) A skewed ensemble

The mean gap is

$$
\mu=0.9\times5.0+0.1\times4.5=4.95\ \text{eV}.
$$

A clean structure lies $pD=0.05$ eV above the mean, and a defective one lies $(1-p)D=0.45$ eV below it. The variance is

$$
\sigma^2=(1-p)(pD)^2+p\,[(1-p)D]^2
=p(1-p)D^2\,[\,p+(1-p)\,]=p(1-p)D^2 ,
$$

so that

$$
\sigma=0.5\sqrt{0.1\times0.9}=0.5\times0.3=0.15\ \text{eV}.
$$

This is the standard deviation of the problem, although the distribution consists of two spikes of very unequal weight. The probabilities of all possible numbers of defective structures can be built up by adding one structure at a time. The standard deviation of $M$ taken directly from them agrees with $\sigma/\sqrt N$ for every $N$ up to 240, and it first falls below 0.02 eV at $N=57$.

Now let $K$ be the number of defective structures in a sample of 57. The sample mean is $M=5.0-0.5K/57$ eV, and $\mu$ corresponds to $K=57\times0.1=5.7$. The condition $|M-\mu|<0.02$ eV becomes

$$
\frac{0.5}{57}\,|K-5.7|<0.02
\quad\Longleftrightarrow\quad
|K-5.7|<2.28
\quad\Longleftrightarrow\quad
3.42<K<7.98 .
$$

The successful outcomes are $K=4,5,6,7$, with total probability 0.628. A Gaussian mean with the same standard error would give 0.686. In the model $M$ moves in steps of $0.5/57=0.0088$ eV, and $K=8$ misses narrowly, at a distance of $2.3\times0.0088=0.0202$ eV. Two ensembles can thus share the same standard error and still differ in the probability of landing within a given distance.

In either case about one sample in three misses $\mu$ by 0.02 eV or more. The standard error is a typical size of the sampling error, not a bound on it.

### (d) Correlated structures

The double sum of part (a) still holds, but now $C_{ij}=\sigma^2r^{|i-j|}$ with $|r|<1$. For $0\le r<1$ this arises in the two-class model if each new structure keeps the class of its predecessor with probability $r$ and is otherwise drawn afresh. After $k$ steps no fresh draw has occurred with probability $r^k$, and the two gaps are then equal. Otherwise they are independent. The covariance is therefore $r^k\sigma^2$.

There are $2(N-k)$ ordered pairs at separation $k$, so

$$
\operatorname{Var}M=\frac{\sigma^2}{N^2}\,[\,N+2S\,],
\qquad
S=\sum_{k=1}^{N-1}(N-k)\,r^k .
$$

To evaluate $S$, note that $N-k$ is the number of integers $m$ with $k\le m\le N-1$. The sum can then be rearranged into geometric series:

$$
S=\sum_{m=1}^{N-1}\sum_{k=1}^{m}r^k
=\frac{r}{1-r}\sum_{m=1}^{N-1}(1-r^m)
=\frac{r}{1-r}\left[N-1-\frac{r-r^N}{1-r}\right].
$$

Since $1+\dfrac{r-r^N}{1-r}=\dfrac{1-r^N}{1-r}$, this is

$$
S=\frac{rN}{1-r}-\frac{r(1-r^N)}{(1-r)^2}.
$$

Inserting it, and using $1+\dfrac{2r}{1-r}=\dfrac{1+r}{1-r}$, gives

$$
\operatorname{Var}M=\frac{\sigma^2}{N}\left[\frac{1+r}{1-r}-\frac{2r(1-r^N)}{N(1-r)^2}\right].
$$

For $r=0$ the bracket is 1 and part (a) returns. For large $N$ the second term fades, and the sample is worth about $N(1-r)/(1+r)$ independent structures.

For $r=0.5$ the first term is $1.5/0.5=3$, and the prefactor in the second is $2r/(1-r)^2=1/0.25=4$. The bracket is $3-4(1-2^{-N})/N$. At $N=57$ it equals $3-0.070=2.930$, so

$$
\mathrm{SE}(57)=0.019868\times\sqrt{2.930}=0.0340\ \text{eV},
$$

well above the target. The condition $\operatorname{Var}M<t^2$ reads $N>56.25\,[\,3-4(1-2^{-N})/N\,]$. Multiplying by $N$ and collecting terms,

$$
N^2-168.75\,N+225>225\times2^{-N}.
$$

The left side vanishes at $N\approx1.34$ and $N\approx167.41$ and is negative between them, so $N=2,\dots,167$ all fail, because the right side is positive. A single structure fails too, since its standard error is 0.15 eV. At $N=168$ the left side is $28224-28350+225=99$ while the right side is negligible, and beyond that the left side grows. The answer is 168 structures, almost three times 57. The standard errors at 167 and 168 are 0.020024 and 0.019965 eV.

The case of equal correlation is more serious. Suppose that all structures descend from one parent melt, and that every pair has $C_{ij}=\rho\sigma^2$ with $\rho>0$. There are $N(N-1)$ off-diagonal terms, so

$$
\operatorname{Var}M=\frac{\sigma^2}{N^2}\,[\,N+N(N-1)\rho\,]
=\sigma^2\left[\rho+\frac{1-\rho}{N}\right].
$$

As $N$ grows, the standard error approaches $\sigma\sqrt\rho$ instead of zero. If $\rho\ge(t/\sigma)^2=1/56.25\approx0.018$, no number of structures reaches the target. A pair correlation of two percent is enough. The sample does not reveal this floor: the expansion of part (b) now gives $\langle s^2\rangle=(1-\rho)\sigma^2$, so for $\rho=0.02$ and $N=57$ the estimate $s/\sqrt N$ is typically about 0.0197 eV, while the true standard error is 0.029 eV. The remedy is to start from separately equilibrated melts, not to run more quenches from the same one.

### (e) A 95% requirement

For independent structures with finite variance, the central limit theorem makes $M$ approximately Gaussian at large $N$. A Gaussian variable lies within $z=1.960$ standard deviations of its mean with probability 95%. The condition is therefore $t\ge z\,\mathrm{SE}(N)=z\sigma/\sqrt N$, or

$$
N\ge\left(\frac{z\sigma}{t}\right)^2=(1.960\times7.5)^2\approx216.1 ,
$$

which calls for 217 structures. This is $z^2\approx3.84$ times the 56.25 of part (a), up to rounding to an integer.

The Gaussian form is an approximation. In the two-class model of part (c), 217 structures put $M$ within 0.02 eV of $\mu$ with probability 0.947, short of the requirement. The shortfall comes from the discrete steps of $M$ rather than from the skew: a continuous gamma distribution with the same $\sigma$ and the same size of skewness gives 0.951. For the same reason the probability does not rise steadily with $N$. In the model it exceeds 0.95 at $N=208$ to 210 and at 215 and 216, lies below it from 217 to 221, and exceeds it again at 222. A guarantee that does not rely on the Gaussian form follows from the variance alone. Whenever $|M-\mu|\ge t$, the quantity $(M-\mu)^2/t^2$ is at least 1, so its average is at least the probability of that event:

$$
P(|M-\mu|\ge t)\le\frac{\operatorname{Var}M}{t^2}=\frac{56.25}{N}.
$$

The right side is 0.05 at $N=56.25/0.05=1125$. That number is sufficient for any distribution with this $\sigma$, but it is not claimed to be necessary.

### What the number 57 covers

The standard error measures how well $M$ represents $\mu$, the mean gap of the chosen ensemble. If the density functional shifts every gap by the same amount $b$, then $\mu$ and $M$ both shift by $b$, and the standard error does not change. More structures do not reveal such an error. A rigid shift is an idealization. A change in the level of theory generally shifts different structures by different amounts, so $\sigma$ and the required number also depend on the method.

Cell size acts in a similar way. Suppose, in the two-class model, that a cell $m$ times larger is free of defects with probability $0.9^m$, and that one or more defects lower its gap by the same 0.5 eV. The mean cell gap is then $4.5+0.5\times0.9^m$ eV, which falls from 4.95 eV at $m=1$ towards 4.5 eV. The quantity being averaged depends on the cell, and so does $\sigma=0.5\sqrt{0.9^m(1-0.9^m)}$ eV, which rises to 0.25 eV near $m=7$ and then falls. The plateau at 4.5 eV comes from the assumed fixed lowering. With band tails of varying depth, larger cells sample deeper tail states and the mean cell gap can keep falling. Nor is the mean cell gap the mobility gap of the macroscopic solid, which separates extended states and disregards localized defect levels. The 57 structures settle the sampling error for one cell size, one preparation and one level of theory; the other errors need their own convergence studies. The main computed values are listed in the numerical output.

## Calculated quantities

```
Gap of a clean structure: 5.00 eV
Gap lowering by a defect: 0.50 eV
Probability of a defective structure: 0.10
Ensemble mean gap mu: 4.950 eV
Standard deviation sigma: 0.1500 eV
Target standard error: 0.020 eV
(sigma/target)^2: 56.25
Smallest sufficient number of structures: 57
Standard error from full distribution, N = 1: 0.150000 eV
Standard error from full distribution, N = 10: 0.047434 eV
Standard error from full distribution, N = 56: 0.020045 eV
Standard error from full distribution, N = 57: 0.019868 eV
Standard error from full distribution, N = 100: 0.015000 eV
Standard error at N = 57: 0.7301 mHa
Lower edge of sigma giving N = 57: 0.14967 eV
Upper edge of sigma giving N = 57: 0.15100 eV
Root of the average sample variance, N = 57: 0.15000 eV
Average sample standard deviation s, N = 57: 0.1473 eV
Scatter of s between samples, N = 57: 0.0286 eV
Correlation of neighbouring structures r: 0.50
Standard error at N = 57 with this correlation: 0.03401 eV
Structures needed with this correlation: 168
Standard error at that number minus one: 0.020024 eV
Standard error at that number: 0.019965 eV
Probability within target, N = 57, two-class model: 0.6278
Probability within target, N = 57, Gaussian mean: 0.6859
Normal quantile z for 95 percent: 1.9600
(z sigma/target)^2: 216.08
Structures for 95 percent within target, Gaussian mean: 217
```
